# Field-assisted thermal emission from a Coulomb-attractive nitride trap

**The situation.** An electron sits in a trap in the silicon nitride layer of a charge-trap memory cell. The trap is neutral when filled and carries charge $+e$ when empty, so a departing electron is attracted back by a Coulomb force. A uniform local field acts on the electron with force $eF$ along $+x$, where $e>0$ and $F$ is the field magnitude. The trap is at $x=0$. Energies are measured from the zero-field conduction edge at the trap, and the trap level lies at $-E_t$. Gaussian units are used in the algebra.

Data, all rough typical values: relative permittivity at optical frequencies $K=4$, field $F=1$ MV/cm, temperature $T=400$ K ($k_BT=0.03447$ eV), trap depth $E_t=1.6$ eV, attempt rate $\nu=10^{13}$ s$^{-1}$, effective mass $m=0.5\,m_e$. In Gaussian units $e^2=1.440$ eV nm.

## Part (a): the barrier

**Question.** Write the potential energy of the electron on the downhill side, outside the trap core. Find the position and height of its maximum, and evaluate both.

**Answer.** The empty trap attracts the electron with energy $-e^2/(Kx)$. A constant force $eF$ along $+x$ derives from the energy $-eFx$. For $x>0$,

$$U(x)=-\frac{e^2}{Kx}-eFx .$$

Differentiating,

$$\frac{dU}{dx}=\frac{e^2}{Kx^2}-eF .$$

This vanishes when $x^2=e/(KF)$, and the positive root is

$$x_m=\sqrt{\frac{e}{KF}} .$$

The second derivative, $-2e^2/(Kx^3)$, is negative, so this is a maximum. At $x_m$ the two terms of $U$ are equal:

$$\frac{e^2}{Kx_m}=\frac{e^2}{K}\sqrt{\frac{KF}{e}}=\sqrt{\frac{e^3F}{K}},\qquad eFx_m=eF\sqrt{\frac{e}{KF}}=\sqrt{\frac{e^3F}{K}} .$$

Therefore $U(x_m)=-D$ with

$$D=2\sqrt{\frac{e^3F}{K}} .$$

Without the field, $U$ climbs to zero at large distance, and the electron needs the energy $E_t$. With the field it needs $E_t-D$. This assumes that the trap level does not move. To first order in $F$ that holds for a bound state symmetric about $x=0$, because its mean position is zero.

For the numbers, $e^2/K=1.440/4=0.3600$ eV nm. A field of 1 MV/cm is 0.10 V/nm, so $eF=0.10$ eV/nm. Then

$$x_m=\sqrt{\frac{0.3600}{0.10}}\ \text{nm}=1.897\ \text{nm},\qquad D=2\sqrt{0.3600\times0.10}\ \text{eV}=0.3795\ \text{eV}.$$

Each term contributes 0.1897 eV. The Coulomb energy alone reaches 1.6 eV at $0.3600/1.6=0.23$ nm, far inside $x_m$, so the unknown core of the trap has little bearing on the barrier top.

## Part (b): the emission rate

**Question.** Treat emission as a classical thermal flux over the barrier along $+x$, with an attempt rate that does not depend on the field. By what factor does the field raise the rate? Give the mean emission times, and say how sensitive the factor is to the data.

**Answer.** Let $B$ be the energy needed to pass the top. For a Maxwell distribution of velocities, the flux of electrons with enough forward kinetic energy is proportional to

$$J(B)=\int_{\sqrt{2B/m}}^{\infty}v\,e^{-mv^2/2k_BT}\,dv .$$

Put $E=mv^2/2$, so that $v\,dv=dE/m$:

$$J(B)=\frac1m\int_B^\infty e^{-E/k_BT}dE=\frac{k_BT}{m}\,e^{-B/k_BT}.$$

A bound electron in a deep trap is not a classical gas. The calculation supplies the Boltzmann factor, and the details of the trap are collected in $\nu$, giving a rate $\nu e^{-B/k_BT}$. With $\nu$ and $E_t$ held fixed, the ratio of rates with and without the field is

$$R=\frac{e^{-(E_t-D)/k_BT}}{e^{-E_t/k_BT}}=e^{D/k_BT}.$$

The depth has cancelled. With $b=D/k_BT=0.3795/0.03447=11.009$,

$$R=e^{11.009}\approx 6.0\times10^4 .$$

This is the Poole-Frenkel factor: in this one-dimensional model the field speeds emission about 60,000 times. It compares escape towards $+x$ in both cases. If escape towards $-x$ were also counted at zero field, the reference rate would double and the factor would halve.

The mean emission time without the field is

$$\tau_0=\frac{e^{E_t/k_BT}}{\nu}=1.44\times10^7\ \text{s}=167\ \text{days},$$

and with the field it is $\tau_0/R=239$ s, about four minutes. These absolute times depend strongly on the assumed depth and attempt rate; their ratio does not.

To see the sensitivity, write $\ln R=b\propto F^{1/2}K^{-1/2}T^{-1}$. For small changes,

$$\frac{dR}{R}=b\left(\frac{dF}{2F}-\frac{dK}{2K}-\frac{dT}{T}\right).$$

A field 10% higher adds about $11.0\times0.05=0.55$ to the exponent and multiplies $R$ by about 1.7. Rounding $D$ to 0.38 eV changes the factor only from 60,408 to 61,346, much less than the uncertainty in the data does. With data this rough, only the order of magnitude is meaningful.

At 300 K, with the same field and permittivity, $R$ rises to $2.4\times10^6$. Emission is nevertheless slower there. The exponent $(E_t-D)/k_BT$ is 35.4 at 400 K and $35.4\times4/3=47.2$ at 300 K, so cooling reduces the field-assisted rate by $e^{11.8}$, about $10^5$. The ratio grows because the zero-field rate falls faster still.

## Part (c): does the charge of the empty trap matter?

**Question.** Replace the Coulomb attraction by a short-range well, $-V_0e^{-x^2/a^2}$, with $V_0=1.6$ eV and $a=0.3$ nm, as a model of the barrier outside a trap that is neutral when empty. Find the lowering of the barrier and the speed-up at the same field and temperature.

**Answer.** The potential is now $U=-V_0e^{-x^2/a^2}-eFx$, and $dU/dx=0$ requires

$$\frac{2V_0x}{a^2}\,e^{-x^2/a^2}=eF .$$

The outer root is the maximum. At $x=0.705$ nm the exponential is 0.0040 and the left side is $35.6\times0.705\times0.0040=0.10$ eV/nm, as required. The lowering is

$$V_0e^{-x^2/a^2}+eFx\approx0.006+0.071=0.077\ \text{eV},$$

and the classical speed-up is $e^{0.077/0.03447}\approx9.3$. Tunnelling matters much more here than for the Coulomb barrier. The curvature at this top is $0.0064\times(245-22)=1.43$ eV/nm$^2$, and with $\hbar^2/m=0.152$ eV nm$^2$ this gives $\hbar\omega\approx0.47$ eV and $\hbar\omega/2k_BT\approx6.8$, beyond the limit $\pi$ found in part (e). Integrating the Schrödinger equation through this barrier gives a multiplier of about 12, which raises the speed-up to about 110 if the zero-field rate is left classical.

This well describes only the outer barrier. It cannot itself hold a level at $-1.6$ eV, because confinement raises the level above the bottom of the well. A deeper well would be needed, but it would change the lowering little: at the barrier top the exponential is 0.0040, so each further eV of depth adds at most about 0.004 eV.

The field lowers the barrier by acting over the distance to the top. A short-range well ends within a fraction of a nanometre, whereas the Coulomb tail keeps the top at 1.9 nm and itself supplies half the lowering. In this comparison the large factor of part (b) depends on the empty trap being charged.

## Part (d): emission in three dimensions

**Question.** Suppose that electrons leave along straight rays, equally distributed in direction. On a ray at angle $\theta$ to the force, use the barrier met along that ray. In the backward half-space, leave the zero-field rate unchanged. Find the mean speed-up and its limits for weak and strong fields.

**Answer.** On a forward ray the potential energy is

$$U(r)=-\frac{e^2}{Kr}-eFr\cos\theta .$$

This is the potential of part (a) with $F$ replaced by $F\cos\theta$. Since $D\propto\sqrt F$, the lowering is $D\sqrt{\cos\theta}$.

With $c=\cos\theta$, the fraction of all directions between $c$ and $c+dc$ is $dc/2$. The backward half contributes $1/2$, so

$$R_3=\frac12+\frac12\int_0^1e^{b\sqrt c}\,dc .$$

Substitute $c=s^2$, $dc=2s\,ds$, and integrate by parts:

$$\frac12\int_0^1e^{b\sqrt c}dc=\int_0^1s\,e^{bs}ds=\frac{e^b}{b}-\frac{e^b-1}{b^2}=\frac{1+(b-1)e^b}{b^2}.$$

Hence

$$R_3=\frac12+\frac{1+(b-1)e^b}{b^2}.$$

For small $b$, expansion of the numerator gives $b^2/2+b^3/3+\dots$, so $R_3\to1+b/3$. The rate returns to its zero-field value, as it must. For large $b$, $R_3\to e^b/b$. The factor $1/b$ has a geometric meaning: near the forward direction $\sqrt{\cos\theta}\approx1-\theta^2/4$, so the rate falls as $e^{-b\theta^2/4}$. It drops by a factor $e$ at $\theta=2/\sqrt b=0.60$ rad, about 35°. Integrating over $c$ only from $\cos\theta=0.82$ to 1 shows that about two thirds of the emission falls within this cone.

For $b=11.009$,

$$R_3=\frac12+\frac{1+10.009\times60408}{11.009^2}\approx5.0\times10^3 .$$

This is 12 times smaller than the forward factor. The mean emission time becomes 2891 s, about 48 minutes, instead of four. Numerical maximisation of the barrier on each ray, followed by averaging, gives the same 4989 as the formula. That confirms the integral, but not the ray picture itself: real trajectories bend in the field. Motion in a Coulomb field plus a uniform field separates in parabolic coordinates. For an electron launched radially from the trap at angle $\theta$, the downhill coordinate $r+x$ carries the fraction $(1+\cos\theta)/2=\cos^2(\theta/2)$ of the Coulomb strength, so the lowering is $D\cos(\theta/2)$ in all directions, including backward ones. With $w=\cos(\theta/2)$, $dc/2=2w\,dw$, and the average is $2\int_0^1w\,e^{bw}dw=2[1+(b-1)e^b]/b^2\approx1.0\times10^4$, only 6 times smaller than the forward factor. The backward half then contributes about 270 instead of 1/2, still only about 3% of the total.

## Part (e): tunnelling near the barrier top

**Question.** Approximate the one-dimensional barrier near $x_m$ by a parabola. Find how much tunnelling and quantum reflection change the field-assisted thermal rate, and state when the result fails. Is direct tunnelling from the trap level important?

**Answer.** With $u=x-x_m$, expansion to second order gives

$$U\approx-D-\tfrac12m\omega^2u^2,\qquad m\omega^2=\frac{2e^2}{Kx_m^3}.$$

Let $E$ be the energy, $a=(E+D)/\hbar\omega$ its height above the top in units of $\hbar\omega$, and $\xi=u\sqrt{m\omega/\hbar}$. The Schrödinger equation becomes

$$\psi''+(\xi^2+2a)\psi=0 .$$

At large $|\xi|$ its solutions behave as $\xi^{ia-1/2}e^{i\xi^2/2}$ and $\xi^{-ia-1/2}e^{-i\xi^2/2}$. On the far right there is only the transmitted wave, $t\,\xi^{ia-1/2}e^{i\xi^2/2}$. On the left, the wave with phase $-\xi^2/2$ moves towards the barrier and the one with phase $+\xi^2/2$ is reflected.

To connect the sides, follow the transmitted wave round a large semicircle in the upper half of the complex $\xi$ plane, from argument 0 to $\pi$. In the first quadrant it is the decaying solution, with no growing partner. In the second it is the growing one, so its coefficient remains determined. On arrival, $\xi=e^{i\pi}|\xi|$, and the reflected amplitude is

$$r=t\,(e^{i\pi})^{ia-1/2}=-i\,t\,e^{-\pi a}.$$

Flux conservation, $|r|^2+|t|^2=1$, then gives the transmission probability

$$P(E)=|t|^2=\frac1{1+e^{-2\pi a}} .$$

In the flux integral of part (b), the classical barrier passes every electron above the top and none below. Replacing this step by $P(E)$, and dividing by the classical result, gives the multiplier

$$M=\frac{1}{k_BT}\int_{-\infty}^{\infty}\frac{e^{-(E+D)/k_BT}}{1+e^{-2\pi(E+D)/\hbar\omega}}\,dE .$$

Extending the lower limit to $-\infty$ is harmless if the integrand has died out well above the trap level. Put $y=2\pi(E+D)/\hbar\omega$ and $s=\hbar\omega/(2\pi k_BT)$:

$$M=sI,\qquad I=\int_{-\infty}^{\infty}\frac{e^{-sy}}{1+e^{-y}}dy .$$

The integral converges for $0<s<1$. Close the contour by a return along the line raised by $2\pi i$, where the integrand is multiplied by $e^{-2\pi is}$. The enclosed pole at $y=i\pi$ has residue $e^{-i\pi s}$, so

$$I(1-e^{-2\pi is})=2\pi i\,e^{-i\pi s}\quad\Rightarrow\quad I=\frac{\pi}{\sin\pi s}.$$

Thus

$$M=\frac{\hbar\omega/2k_BT}{\sin(\hbar\omega/2k_BT)} .$$

For high temperature $M\to1$, the classical result. It diverges when $\hbar\omega/2k_BT$ reaches $\pi$: the Boltzmann weight then grows downwards in energy as fast as the parabola's transmission falls. The parabola is no longer an adequate description: in it, energies ever farther below the top contribute equally. The actual barrier is less transparent at those energies, and its rate stays finite.

Here $\hbar\omega=0.1267$ eV and $\hbar\omega/2k_BT=1.839$, giving $M=1.91$. The divergence would come at $400\times1.839/\pi=234$ K.

The actual barrier can be treated below its top by the WKB action,

$$2S=\frac2\hbar\int_{x_1}^{x_2}\sqrt{2m(U-E)}\,dx,$$

between the turning points, with transmission $1/(1+e^{2S})$. Keeping the parabolic transmission above the top and integrating numerically gives 1.79. The parabola is thus good to about 7% relative to this calculation. If the zero-field rate is left classical, 1.79 raises the one-dimensional factor from about 60,000 to about 110,000. Neither calculation includes reflection of the wave near the trap core, which can interfere with reflection at the barrier top. The WKB condition $|dk/dx|\ll k^2$, with $k$ the local wave number, is also not met there: at the energy of the top, $|dk/dx|/k^2\approx0.8$ at $x=0.6$ nm. The multiplier is therefore only an estimate, somewhat below 2.

At the trap level itself the tunnelling exponent is $2S=89.4$, compared with a thermal exponent of 35.4. For equal attempt rates, direct tunnelling is smaller by $e^{-54}$ and can be neglected.

## Part (f): judging the estimate for a memory cell

**Question.** Discuss the choice of permittivity, the effect of an ionised neighbouring trap, and the range of fields. Take a static permittivity of 7, a lattice vibration quantum of 0.1 eV and a trap density of $10^{19}$ cm$^{-3}$. What may be concluded about retention?

**Answer.** *Permittivity.* The optical value describes screening by the electrons of the solid, without displacement of its ions. It is appropriate if the escaping electron crosses the barrier region before the ions respond. At the thermal speed $\sqrt{k_BT/m}=1.10\times10^5$ m/s, the distance $x_m$ takes 17 fs. A vibration of quantum 0.1 eV has a period of 41 fs. The crossing is shorter than a full period, but longer than the $41/2\pi\approx6.6$ fs in which the vibration advances by one radian. The ions may therefore respond in part, and $K=4$ is an assumption rather than a consequence of these times. With $K=7$ and everything else fixed, $D=0.287$ eV and the one-dimensional factor is about 4100, some 15 times smaller.

*Neighbours.* If the traps formed a simple cubic lattice, this density would give a spacing $d=(10^{19}\ \text{cm}^{-3})^{-1/3}=4.64$ nm. Place an empty, positive trap at this distance directly downhill. It adds $-e^2/[K(d-x)]$ to the potential and lowers the original trap level by $e^2/(Kd)$. Measured from that shifted level, the potential at the old barrier position is lowered by

$$\frac{0.3600}{4.64-1.897}-\frac{0.3600}{4.64}=0.054\ \text{eV}.$$

The new maximum lies elsewhere and is higher than the potential at the old position, so the true extra lowering is smaller. Numerical maximisation gives 0.046 eV. At the same field, the escape rate over this barrier is 3.8 times that of an isolated trap. The electron may then be captured by the neighbour, so this is not necessarily a faster loss of stored charge. A filled neighbour is neutral in this model and has no such effect.

The result depends strongly on the distance. For traps placed at random, the mean distance to the nearest neighbour is only $0.554\,(10^{19}\ \text{cm}^{-3})^{-1/3}=2.57$ nm. With an empty trap directly downhill at that distance, the barrier top lies near $x=1.14$ nm, and the total lowering is

$$\frac{0.3600}{1.14}+\frac{0.3600}{2.57-1.14}+0.10\times1.14-\frac{0.3600}{2.57}\approx0.54\ \text{eV}.$$

This is about 0.16 eV more than for an isolated trap, and multiplies the escape rate by about 100. The isolated-trap formula therefore fails for close pairs of empty traps. The neighbour lowers the barrier at zero field as well: the top is then at $d/2$ and the lowering is $4e^2/(Kd)-e^2/(Kd)=3e^2/(Kd)$, which is 0.233 eV at 4.64 nm and 0.420 eV at 2.57 nm. The speed-up due to the field alone thus falls from 60,000 to $e^{(0.426-0.233)/0.03447}\approx270$ and $e^{(0.541-0.420)/0.03447}\approx30$.

*Field range.* Since $D\propto\sqrt F$, the formula makes the barrier vanish at

$$F=\left(\frac{1.6}{0.3795}\right)^2\ \text{MV/cm}=17.8\ \text{MV/cm}.$$

This exceeds the breakdown field of silicon nitride, roughly 10 MV/cm. The working field of 1 MV/cm is well below both.

*The real cell.* A refractive index near 2 makes $K=4$ reasonable for nitride at optical frequencies, and 400 K is in the range of accelerated retention bakes. The trap depth, attempt rate and charge state are assumptions here; their values depend on the material and on how they are inferred. The charge state has a large effect: if the empty trap is neutral, the short-range model gives a speed-up of about 10 classically, or about 110 with tunnelling, against 60,000 or 110,000 for the charged trap. An empty neighbour directly downhill reduces the field factor by a comparable amount. Directional averaging lowers the factor by 12 in the ray model, or 6 for bent classical trajectories, and static screening by 15, each taken alone. These reductions should not simply be multiplied, because changing $K$ also changes $b$ and hence the average over directions.

*Retention.* The four minutes found in part (b) are the mean time for one electron to reach the conduction band, not the time for the cell to lose its data. The electron can be retrapped, and it must still cross or tunnel through the oxide layers that enclose the nitride. As charge leaves or moves, the local field changes too. The factor of 60,000 is therefore a statement about barrier lowering in one direction, for a charged empty trap with optical screening. It shows that the local field must enter any model of such a trap, but it cannot be used directly as a ratio of cell lifetimes.

The numerical output below lists the main values used in these answers; most of the remaining ones follow from the arithmetic shown.

## Calculated quantities

```
Optical relative permittivity: 4.0
Field: 1.0 MV/cm = 0.10 V/nm
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Coulomb strength e^2/K: 0.3600 eV nm
Barrier-top distance: 1.897 nm
Coulomb term at top: -0.1897 eV
Field term at top: -0.1897 eV
Lowering, formula: 0.3795 eV
Lowering, numerical maximum: 0.3795 eV
Lowering / kT: 11.009
Speed-up, formula: 60408
Speed-up, Maxwell flux integral: 60408
Speed-up if lowering is rounded to 0.38 eV: 61346
Trap depth: 1.6 eV
Attempt rate: 1.0e+13 1/s
Barrier with field: 1.2205 eV
Emission time, no field: 1.44e+07 s
Emission time, no field: 167 days
Emission time, with field: 239 s
Short-range well depth: 1.6 eV
Short-range well length: 0.3 nm
Short-range well lowering: 0.077 eV
Short-range well speed-up: 9.3
Ray-average speed-up, formula: 4989
Ray-average speed-up, numerical: 4989
Forward factor / ray average: 12.1
Emission time, ray average: 2891 s
Effective mass / electron mass: 0.5
Barrier quantum hbar w: 0.1267 eV
hbar w / 2kT: 1.839
Tunnelling multiplier, parabola: 1.91
Tunnelling multiplier, WKB integral: 1.79
Direct tunnelling exponent: 89.4
Thermal exponent with field: 35.4
Static relative permittivity: 7.0
Lowering, static permittivity: 0.2869 eV
Speed-up, static permittivity: 4113
Thermal speed sqrt(kT/m): 1.10e+05 m/s
Time to cross barrier distance: 17.2 fs
Vibrational quantum: 0.1 eV
Vibration period: 41.4 fs
Trap density: 1.0e+19 1/cm3
Mean trap spacing: 4.64 nm
Extra lowering, ionised neighbour: 0.046 eV
Rate multiplier, ionised neighbour: 3.8
Temperature of use: 300 K
Speed-up at temperature of use: 2.37e+06
Field where barrier vanishes: 17.8 MV/cm
```
